Does atomic reconstruction change the moire period at fixed mean twist?

**Question**

I am modelling two graphene layers twisted by 0.5°. When I let the atoms relax, the AA spots shrink, the AB and BA regions swell into triangles, and narrow walls appear between them. The picture looks so different from the rigid one that I expected a different moire period too. Does reconstruction move the AA spots closer together or further apart? And if the period stays put, what exactly is changing?

**Answer**

At fixed mean twist and strain, a displacement that repeats with the moire cell leaves the period unchanged. What it changes is how much of each cell is given to each stacking.

**Why the period stays**

Let X₁ and X₂ be positions in the undeformed lattice, which is the same for both layers. Layer l is given a uniform deformation A_l (its mean twist and strain) and a further displacement u_l(r):

r = A_l X_l + u_l(r), so X_l = A_l⁻¹[r − u_l(r)].

The local stacking is set by the registry s = X₂ − X₁, counted modulo lattice vectors:

s(r) = M r + w(r)
M = A₂⁻¹ − A₁⁻¹
w = A₁⁻¹u₁ − A₂⁻¹u₂.

For lattice vectors a_j, define L_j = M⁻¹a_j. If w repeats under L_j, then

s(r + L_j) = M r + a_j + w(r) = s(r) + a_j,

which is the same stacking. The size and shape of w do not matter.

Nor can a shorter period appear. If a translation T restores the stacking, s(r+T) − s(r) is a lattice vector, and by continuity it is the same one everywhere. Its cell average is MT, because the average of w(r+T) − w(r) is zero. So MT is a lattice vector, and T is already a moire vector.

For a pure twist, A₁ = R(−θ/2) and A₂ = R(θ/2), where R is a rotation. Then

M = R(−θ/2) − R(θ/2) = −qJ, q = 2 sin(θ/2),

where J is the anticlockwise quarter turn. The period is L = a/q. With a = 0.246 nm and θ = 0.5°, q = 0.00873 and L = 28.19 nm.

**Why the areas can change**

For small twist, A_l⁻¹ ≈ 1 in w, so s = Mr + u with u = u₁ − u₂. A patch of registry space of area dS occupies a real area dS/|det ∇s|. The cell average of det ∇s is fixed: the terms linear in ∇u average to zero, and

det ∇u = ∂x(u_x ∂y u_y) − ∂y(u_x ∂x u_y)

is a total derivative, which also averages to zero. While det ∇s keeps one sign, each cell therefore contains one AA point, but the area around that point can shrink while other areas grow. In the model below the sign is kept at 0.5°, where det ∇s is at least 0.11q². At 0.25° it dips just below zero, to about −7 × 10⁻⁴q², so this counting argument no longer applies strictly there.

Periodicity does not say which regions grow. Energy does. Take the stacking energy per area as

V(s) = V₀ Σ cos φ_j, φ_j = G_j·s,

with the three shortest reciprocal vectors, chosen so that G₁ + G₂ + G₃ = 0. AA has V = 3V₀, AB and BA have −1.5V₀, and the saddle SP between them has −V₀.

By symmetry the layers share the displacement, u₁ = u/2 and u₂ = −u/2. Each carries half the strain e of u, so with Lamé constants λ and μ the two layers together store

2[½λ(tr e/2)² + μ(e/2):(e/2)] = ½(λ/2)(tr e)² + (μ/2) e:e.

The relative displacement thus feels λ_r = λ/2 and μ_r = μ/2. Since u = 0 is an allowed state with ⟨V⟩ = 0, the minimizing u obeys

E_elastic + ⟨V⟩ ≤ 0.

The mean stacking energy must fall by at least the elastic cost.

**Large twist: weak reconstruction**

To first order, evaluate the force at the rigid registry. There G_j·Mr = g_j·r with g_j = MᵀG_j = qJG_j, which is perpendicular to G_j and has length g = q|G|. Varying the energy gives

μ_r∇²u + (λ_r + μ_r)∇(∇·u) + V₀ Σ G_j sin(g_j·r) = 0.

Each force term points along G_j and varies along g_j, so it has no divergence. The middle term drops out, and ∇² gives −g²:

u = V₀/(μ_r g²) Σ G_j sin(g_j·r).

Let n_j be the unit vector along G_j. Differentiating, with Jn_j the direction of g_j and n(Jn)ᵀ = −nnᵀJ, gives

∇s = −[q + x Σ cos φ_j n_j n_jᵀ]J, x = V₀/(μ_r q).

Since Σ n_j n_jᵀ = 3/2, the values at the special points follow:

- AA (all cosines 1): local twist q + 1.5x.
- AB and BA (all cosines −½): local twist q − 0.75x.
- SP (cosines −1, 1, −1): the bracket is q + x(2nnᵀ − 3/2), with n belonging to the cosine +1. Across the wall, along Jn, the registry changes at the rate q + 0.5x.

At AA and AB the bracket is isotropic, so a larger local twist means a smaller region: AA shrinks, and AB and BA grow. At SP the two eigenvalues are q + 0.5x and q − 1.5x. The wall sharpens across its width, but det ∇s there falls below q², so the region around SP stretches along the wall and gains area. All of this happens at the same L. The expansion needs x/q = V₀/(μ_r q²) to be small.

**Small twist: a network of walls**

Now consider one isolated wall. The registry moves from AB through SP to BA along a mirror line of V, a distance a/√3, so there is no sideways force. The motion is parallel to the wall, which makes it a shear wall. A uniform small rotation costs no elastic energy, so the energy depends on the full slope S′ of the registry S across the wall:

energy per wall length = ∫[½μ_r S′² + V(S) − V_AB] dy.

Its equilibrium equation is μ_r S″ = dV/dS. Multiplying by S′ and integrating, with S′ = 0 deep in the domains, gives

½μ_r S′² = V(S) − V_AB.

At SP the right side is 0.5V₀, so S′ = √(V₀/μ_r). Define the wall width as the step a/√3 divided by the central slope. The rigid width is a/(√3 q), which grows without limit as the twist falls. The isolated-wall width is fixed by the material.

**Numbers for 0.5°**

I use rough typical graphene values: V₀ = 0.08 eV/nm², λ = 400 eV/nm² and μ = 900 eV/nm², hence μ_r = 450 eV/nm². Then x/q = 0.08/(450 × 0.00873²) ≈ 2.3. First order is not usable here, so I minimized the full energy numerically on a periodic 45 × 45 grid. A 63 × 63 grid moved the wall width by only about 2 × 10⁻⁷ nm.

To measure the period, I placed the lattice points of both layers explicitly and located the AA spots as clusters where points of the two layers lie within 0.04 nm of each other. The mean spacing was 28.19 nm both before and after relaxation. The number of coincident points in seven spots fell from 8857 to 721, a factor of 0.08. The local twist at AA rose from 0.50° to 1.82°. If the registry near AA is treated as a pure twist, the area should fall by (0.50/1.82)² ≈ 0.08, as found. At AB the local twist fell to 0.17°.

For the favourable area, count the places where V lies below its saddle value, Σ cos φ_j < −1. Because the phases sum to zero,

cos φ₁ + cos φ₂ = 2 cos(φ₃/2) cos[(φ₁−φ₂)/2]
1 + cos φ₃ = 2 cos(φ₃/2) cos[(φ₁+φ₂)/2].

Adding these gives

1 + Σ cos φ_j = 4 cos(φ₁/2) cos(φ₂/2) cos(φ₃/2).

The boundaries are therefore straight lines. They cut each rigid cell into two triangles, around AB and BA, and one hexagon of the same edge length, worth six triangles. The favourable share is 2/8 = 25 %. Relaxation raises it to 78 %. Multiplying the relaxed displacement by −0.3 keeps the period but lowers the share to 19 %, so the growth comes from energy minimization and not from periodicity.

The energy balance, in meV/nm², is −85.33 from stacking and +23.55 from strain, a net gain of 61.78.

The isolated-wall slope is √(0.08/450) = 0.0133, which gives a width of 0.142/0.0133 ≈ 10.7 nm. Minimizing at four fixed twists (with a 63 × 63 grid at 0.25°) gives:

2°: period 7.05 nm; wall 4.07 nm rigid, 3.80 nm relaxed
1°: period 14.09 nm; wall 8.14 nm rigid, 6.54 nm relaxed
0.5°: period 28.19 nm; wall 16.28 nm rigid, 9.45 nm relaxed
0.25°: period 56.38 nm; wall 32.55 nm rigid, 10.60 nm relaxed

"Sharper" therefore means sharper than the rigid wall at the same twist. In nanometres, the relaxed wall widens as the twist falls and approaches the isolated value from below.

**When the period does change**

The argument fixed M. If the layers can rotate, M is free. The rigid mean energy lies 120 meV/nm² above uniform AB stacking at every nonzero twist. The relaxed energy above AB falls from 112 to 92, 58 and 32 meV/nm² along the four twists listed. In this model that is a torque toward smaller twist and a longer period.

Mean strain matters as well. Stretching one layer by 0.1 % along a₁ at 0.5°, with its width held fixed, turns three equal periods of 28.19 nm into 26.9, 28.2 and 29.7 nm. The effect is large because the strain competes with q, and 0.001/0.00873 is 11 %.

The argument also assumed that u repeats with the moire cell. A minimizer could in principle prefer a larger cell. I minimized 2 × 2 and 3 × 3 blocks at 0.5°, one random start each, and both returned to the single-cell pattern within 10⁻⁷ nm. That supports the assumption for this model but does not prove it in general.

**How close is this to real graphene?**

Triangular AB/BA domains are well established in graphene at small twist, but the wall width here is only a rough model value. It depends strongly on V₀. The value used corresponds to an AA−AB difference of 4.7 meV per atom, and published values reach about 19 meV per atom, or V₀ ≈ 0.32 eV/nm². At 0.5° that larger value gives a wall of 5.3 nm and a favourable share of 94 %. The shape of V also matters. Adding −0.1V₀ times the cosines of the next reciprocal shell (G₁−G₂, G₂−G₃, G₃−G₁) raises the SP barrier from 0.5V₀ to 0.9V₀. The wall then narrows from 9.45 to 7.6 nm, and the share of area inside the same registry triangles, Σ cos φ_j < −1, becomes 82 %. The largest strain in a layer is 0.37 %, so linear elasticity is reasonable. A real device can also have a nonzero mean strain between the layers. As shown above, 0.1 % of relative strain can already shift individual periods by about 5 %. Out-of-plane motion, the substrate, edges and defects are left out. If you see the AA spacing itself change on relaxation, look first for a change in mean twist or strain, then for a displacement that no longer repeats with the original moire cell.

All numerical values are calculated from the stated model.
